# Dispersion Forces and the Rotating-Wave Approximation

**Q:** I want the van der Waals energy of two ground-state atoms in vacuum from quantum electrodynamics. The coupling is weak, so I plan to make the rotating-wave approximation (RWA) first and do perturbation theory afterwards. Is anything wrong with that?

**A:** Let us see what the truncated Hamiltonian does to your initial state. Take neutral, non-overlapping atoms A and B without permanent dipoles, fixed a distance $R$ apart along $z$, at zero temperature. I use atomic units with $4\pi\varepsilon_0=1$ and the multipolar form of the coupling in the dipole approximation,

$$H_{\rm int}=-\mathbf d_A\cdot\mathbf E(\mathbf R_A)-\mathbf d_B\cdot\mathbf E(\mathbf R_B),$$

$$\mathbf E(\mathbf r)=i\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi\omega}{V}}\,\mathbf e_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \omega=ck.$$

In this form there is no separate electrostatic term between the atoms; photons carry the whole interaction. Each atom has an s ground state $g$ and three p states at energy $E$ above it, with transition dipole $d$ along each axis.

Every term of $H_{\rm int}$ raises or lowers one atom and creates or destroys one photon. The RWA keeps $a\sigma^+$ and $a^\dagger\sigma^-$, the rotating vertices, and drops $a^\dagger\sigma^+$ and $a\sigma^-$, the counter-rotating ones. But $a|0\rangle=0$ and $\sigma^-|g\rangle=0$, so

$$H_{\rm int}^{\rm RWA}|g,g,0\rangle=0 .$$

Your initial state is an exact eigenstate of the truncated Hamiltonian, with the same energy at every $R$. There is no force, at any order in the coupling.

**Q:** But the RWA is supposed to be good at weak coupling.

**A:** It is good when a nearly resonant rotating term dominates the process. Its energy denominator $E-\omega$ is then much smaller than the counter-rotating $E+\omega$. From $|g,g,0\rangle$ no rotating process can start, so the counter-rotating terms are not small corrections to anything. Without them there is no interaction at all.

**Q:** Then the dispersion energy comes from the counter-rotating vertices. May I keep those and drop the rotating ones?

**A:** No. The full $H_{\rm int}$ can leave $|g,g,0\rangle$, and return to it, through a counter-rotating vertex and in no other way. That fixes the first and last vertices, but not those between them.

The lowest order that depends on $R$ is the fourth. Each atom must return to $g$, so it needs an even number of vertices. At second order both sit on one atom, which knows nothing of $R$. At fourth order there are two on each atom, and two photons $k,k'$ pass between them. Terms in which each atom reabsorbs its own photon have cancelling phases $e^{\pm i\mathbf k\cdot\mathbf r}$ and do not depend on $R$; nor does the subtraction term of fourth-order perturbation theory. With $D_n>0$ the energy of the $n$th intermediate state above the initial one,

$$U=-\sum\frac{\text{product of four couplings}}{D_1D_2D_3},$$

the sign coming from three factors $1/(-D_n)$.

After the first vertex one atom is up and one photon is present. There are three ways on:

- The same atom falls and emits a second photon (rotating). The middle state has two photons and both atoms down, $D_2=\omega+\omega'$. The other atom then rises by absorption (rotating). Call this class "photons".
- The other atom absorbs the photon and rises (rotating). Both atoms are up with no photon, $D_2=2E$. One atom then falls by emission (rotating). Call this class "atoms".
- The other atom rises and emits (counter-rotating). Both atoms are up with two photons, $D_2=2E+\omega+\omega'$. One atom then falls by absorbing the other's photon (counter-rotating). Call this class "both".

Each class has four time orderings: two choices of the atom that acts first, times two choices at the third vertex. In the last class alone are all four vertices counter-rotating.

**Q:** How much does each class contribute?

**A:** First add the denominators. $D_1$ and $D_3$ are each $E+\omega$ or $E+\omega'$. In the classes "photons" and "both" the four orderings give all four combinations; in "atoms" the two photons are exchanged one after the other, so $D_1$ and $D_3$ belong to different photons. As $k$ and $k'$ are both integrated over, they may be interchanged, and

$$G_{\rm photons}=\frac{2}{\omega+\omega'}\left[\frac1{(E+\omega)(E+\omega')}+\frac1{(E+\omega)^2}\right],\qquad G_{\rm atoms}=\frac{4}{2E(E+\omega)(E+\omega')}.$$

$G_{\rm both}$ is $G_{\rm photons}$ with $\omega+\omega'$ replaced by $2E+\omega+\omega'$.

Now the couplings. The four signs of $-\mathbf d\cdot\mathbf E$ multiply to $+1$, and each photon brings $(i)(-i)=1$ from its absorption and emission. Summing over polarizations and using $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$, each photon gives

$$\frac c\pi\int_0^\infty dk\,k^3\tau_{ij}(kR),\qquad \tau_{ij}=\int\frac{d\Omega}{4\pi}(\delta_{ij}-\hat k_i\hat k_j)e^{i\mathbf k\cdot\mathbf R}.$$

An atom raised to $p_i$ must fall from $p_i$, so both photons carry the same $ij$. Let $j_0(q)=\sin q/q=\frac12\int_{-1}^1\cos(q\mu)\,d\mu$, where $\mu=\hat k_z$. A factor $\mu^2$ under the integral is $-d^2/dq^2$, hence $\tau_{zz}=j_0+j_0''$ and $\tau_{xx}=\tau_{yy}=\frac12(j_0-j_0'')$. Since $(qj_0)''=-qj_0$, we have $j_0''=-j_0-2j_0'/q$, and

$$\tau_{zz}=-2j_0'/q,\qquad \tau_{xx}=j_0+j_0'/q .$$

**Q:** Those integrals over $k$ grow like powers of $k$.

**A:** They are understood with a convergence factor that is removed at the end. Writing each denominator as $1/D=\int_0^\infty ds\,e^{-Ds}$ and integrating over $k$ first does the job. Set $q=kR$, $y=cs/R$ and $x=ER/c$. Each photon then enters through $f_{ij}(y)=\int_0^\infty dq\,q^3\tau_{ij}(q)e^{-qy}$. With $q^2j_0'=q\cos q-\sin q$ and

$$\int_0^\infty\! \sin q\,e^{-qy}dq=\frac1{1+y^2},\qquad \int_0^\infty\! q\cos q\,e^{-qy}dq=-\frac{d}{dy}\frac{y}{1+y^2}=\frac{y^2-1}{(1+y^2)^2},$$

the first component is

$$f_{zz}=-2\,\frac{(y^2-1)-(1+y^2)}{(1+y^2)^2}=\frac4{(1+y^2)^2}.$$

For the second, $\int q^2\sin q\,e^{-qy}dq$ is the second derivative of $1/(1+y^2)$, and $\int q^2j_0'e^{-qy}dq=-\frac12f_{zz}$:

$$f_{xx}=f_{yy}=\frac{6y^2-2}{(1+y^2)^3}-\frac{2}{(1+y^2)^2}=\frac{4(y^2-1)}{(1+y^2)^3}.$$

The factors $1/(E+\omega)$ and $1/(E+\omega)^2$ turn $f$ into

$$P(u)=\int_0^\infty\!dy\,e^{-xy}f(y+u),\qquad Q(u)=\int_0^\infty\!dy\,y\,e^{-xy}f(y+u),$$

where $u$ is the time variable of $D_2$. The prefactors are $(c/\pi)^2$, $R^{-8}$ from the two integrals over $k$, and $(R/c)^3$ from three denominators:

$$U=-\frac{d^4}{\pi^2cR^5}\,(S_{\rm photons}+S_{\rm atoms}+S_{\rm both}),$$

$$S_{\rm photons}=2\int_0^\infty\!du\sum(P^2+Qf),\qquad S_{\rm atoms}=\frac2x\sum P(0)^2,$$

$$S_{\rm both}=2\int_0^\infty\!du\,e^{-2xu}\sum(P^2+Qf),$$

with sums over $zz$, $xx$, $yy$.

**Q:** Which class gives the London energy?

**A:** Let $x\to0$, meaning $R\ll c/E$ but still without overlap. Using $\int_0^\infty dy/(1+y^2)^2=\pi/4$ and $\int_0^\infty dy/(1+y^2)^3=3\pi/16$,

$$P_{zz}(0)=\pi,\qquad P_{xx}(0)=4\left(\frac\pi4-2\cdot\frac{3\pi}{16}\right)=-\frac\pi2 .$$

So $\sum P(0)^2=\pi^2+2\pi^2/4=3\pi^2/2$ and $S_{\rm atoms}\to3\pi^2/x$. This gives

$$U\to-\frac{3d^4}{cxR^5}=-\frac{3d^4}{ER^6},$$

the London energy, from a class whose two middle vertices are rotating.

The other two sums stay finite. At $x=0$ we have $P=-Q'$ and $f=-P'=Q''$, so $P^2+Qf=(QQ')'$, whose integral is $-Q(0)Q'(0)=Q(0)P(0)$. With $v=y^2$,

$$Q_{zz}(0)=\int_0^\infty\!\frac{2\,dv}{(1+v)^2}=2,\qquad Q_{xx}(0)=2\int_0^\infty\!dv\left[\frac1{(1+v)^2}-\frac2{(1+v)^3}\right]=0 .$$

Both sums therefore tend to $2\cdot2\cdot\pi=4\pi$, and each has the share $4\pi/(3\pi^2/x)=4x/(3\pi)$ of the energy. The reason is in $D_2$: typical photons have $\omega\sim c/R\gg E$, so the state without photons is by far the cheapest.

**Q:** And at large distance, where retardation matters?

**A:** For $x\to\infty$ the factor $e^{-xy}$ confines $y$ to values near zero, so $P\to f(u)/x$ and $Q\to f(u)/x^2$. Then $S_{\rm photons}\to(4/x^2)\int\sum f^2du$. With $I_n=\int_0^\infty dy/(1+y^2)^n$, where $I_4=5\pi/32$, $I_5=35\pi/256$ and $I_6=63\pi/512$, and with $(y^2-1)^2=(1+y^2)^2-4(1+y^2)+4$,

$$\int_0^\infty\!\sum f^2\,du=16I_4+32(I_4-4I_5+4I_6)=\frac{5\pi}2+\frac{13\pi}4=\frac{23\pi}4 .$$

Hence $S_{\rm photons}\to23\pi/x^2$. With the static polarizability $\alpha_0=2d^2/E$,

$$U\to-\frac{23\,c\,d^4}{\pi E^2R^7}=-\frac{23\,c\,\alpha_0^2}{4\pi R^7},$$

the retarded Casimir-Polder law. Now $\omega\ll E$, and the cheapest middle state has both atoms down. Again its middle vertices are rotating.

Since $\sum f(0)^2=3\cdot16=48$, the other sums are $S_{\rm atoms}\to(2/x)(48/x^2)=96/x^3$ and, because $e^{-2xu}$ integrates to $1/(2x)$, $S_{\rm both}\to2\cdot\frac1{2x}\cdot\frac{2\cdot48}{x^2}=96/x^3$. Each has the share $96/(23\pi x)$.

**Q:** So counter-rotating vertices alone fail in both limits. What about in between?

**A:** Take round parameters, $E=0.4$ hartree and $d=1$. Then $c/E=137.04/0.4=342.6$ bohr, $\alpha_0=2/0.4=5$, and the London coefficient is $C_6=3/0.4=7.5$. At $R=1000$ bohr, $x=1000/342.6=2.92$. The London formula gives $-7.5/10^{18}=-7.5\times10^{-18}$ hartree; the sum of the three classes gives $-4.41\times10^{-18}$ hartree ($-1.20\times10^{-16}$ eV), which is 0.589 of it. The shares are:

| $R$ (bohr) | photons | atoms | both |
|---|---|---|---|
| 10 | 0.012 | 0.976 | 0.012 |
| 100 | 0.102 | 0.810 | 0.088 |
| 1000 | 0.479 | 0.326 | 0.195 |
| 10000 | 0.910 | 0.045 | 0.044 |

The purely counter-rotating share peaks at 0.199, near $R=768$ bohr (40.6 nm). For this model, dropping the rotating vertices loses about four fifths of the energy even at the best distance. The numerical check checks the class integrals against direct sums over photon modes, and their total against the Casimir-Polder integral over imaginary frequencies.

**Q:** I once got a nonzero energy in Coulomb gauge, although I had made the RWA on the photon terms. How?

**A:** Coulomb gauge has an explicit static coupling, $(d_{Ax}d_{Bx}+d_{Ay}d_{By}-2d_{Az}d_{Bz})/R^3$. It contains $\sigma_A^+\sigma_B^+$, which takes $gg$ to a state with both atoms up, at cost $2E$. In second order,

$$-\frac{(1+1+4)\,d^4}{2E\,R^6}=-\frac{3d^4}{ER^6}.$$

If you truncate the photon terms, including the $A^2$ term, to those that conserve the number of excitations (apart from constants), they cannot act on $|g,g,0\rangle$. The static term must then both open and close every process, and that already uses up $d^4$. At this order you are left with the London energy at every distance, without retardation. At 1000 bohr that is too large by a factor $1/0.589=1.70$.

What you found came from a term that creates two excitations at once, which a consistent RWA would also drop. Drop it, and $|g,g,0\rangle$ is again uncoupled. Your result differs from the zero found above because the truncation was applied to only part of the interaction.

**Q:** Does the RWA then remove all coupling between the atoms?

**A:** No, the statement is about the ground state. With one atom excited, $a^\dagger\sigma^-$ can emit a photon and $a\sigma^+$ can absorb it at the other atom, so those states remain coupled. The size of that coupling is not reliable at short range, though. For $R\ll c/E$ typical photons have $\omega\gg E$, so the rotating ordering (denominator $\omega-E$) and the counter-rotating one ($\omega+E$) are nearly equal, and the multipolar RWA gives only about half of the exchange coupling; it approaches the full value for $R\gg c/E$. Nor is $|g,g,0\rangle$ guaranteed to be the lowest state of the truncated Hamiltonian itself: a level with more excitations can fall below it at strong coupling, or when the mode sum is carried to large $k$. For one atom with the parameters above this happens for a sharp cutoff beyond $(9\pi E/2d^2)^{1/3}\approx1.8$ per bohr, where the dipole approximation no longer holds. For the ground-state dispersion energy in the multipolar form, keep both kinds of vertex: the counter-rotating ones open and close each process, and in this model the classes with rotating middle vertices supply about four fifths of the energy or more at every distance.

## Calculated quantities

```
FEW-MODE MODEL (energies in units of the atomic excitation energy)
mode frequencies: 0.5 0.9 1.4
coupling shape, atom A: 1.0 0.7 -0.5
coupling shape, atom B: 0.8 -0.6 0.3
coupling strength for RWA levels: 0.03
RWA ground-level shift is zero within 1e-12: True
largest RWA shift of the other levels: 0.0275
interaction energy / strength^4:
  all vertices, diagonalization: -0.70054
  all vertices, twelve orderings: -0.70055
  counter-rotating only, diagonalization: -0.10649
  counter-rotating only, orderings: -0.10649
orderings per class (photons, atoms, both): 4 4 4
FREE SPACE, MODEL ATOMS
excitation energy E: 0.4 hartree
transition dipole d: 1.0 a.u.
speed of light c: 137.0360 a.u.
static polarizability: 5.000 a.u.
London coefficient C6: 7.500 a.u.
reduced wavelength c/E: 342.59 bohr
R (bohr) | x | U (hartree) | U/U_London | shares photons, atoms, both
10 | 0.02919 | -7.49796e-06 | 0.999728 | 0.01211, 0.97599, 0.01190
100 | 0.29189 | -7.34986e-12 | 0.979981 | 0.10216, 0.80991, 0.08793
1000 | 2.91894 | -4.41481e-18 | 0.588642 | 0.47854, 0.32608, 0.19538
10000 | 29.18941 | -6.22979e-25 | 0.083064 | 0.91043, 0.04512, 0.04445
100000 | 291.89410 | -6.26995e-32 | 0.008360 | 0.99090, 0.00455, 0.00455
U at R = 1000 bohr: -1.2013e-16 eV
largest share of class both: 0.19879
  at x = 2.2411, R = 767.78 bohr = 40.629 nm
near-limit share / x, law: 0.42441
  computed for class both at x = 0.0001: 0.42435
far-limit share * x, law: 1.32860
  computed for class both at x = 1000: 1.32857
STATIC DIPOLE COUPLING at R = 30 bohr
  whole coupling, diagonalization: -1.02881e-08 hartree
  London formula: -1.02881e-08 hartree
  without pair terms, zero within 1e-14: True
LARGEST RELATIVE DIFFERENCES
class integrals against direct mode integrals: 1.5e-14
sum of classes against Casimir-Polder integral: 3.1e-13
```
